# The greatest absorption cross-section of an isotropic electric dipole, part 1

(Sections cited here and not found follow in the second part.)

## First half: the dipole and its limit

### A sphere that absorbs more than it covers

Take a sphere of radius $0.746\ \mu\mathrm{m}$, made of a polar crystal with lattice-vibration frequencies close to those of cubic silicon carbide, and light it with infrared radiation of wavelength $10.73\ \mu\mathrm{m}$. The sphere covers an area of $1.75\ \mu\mathrm{m}^2$. Treated as an electric dipole, it absorbs all the power that the wave carries through $13.75\ \mu\mathrm{m}^2$, which is 7.9 times as much. In the same point-dipole treatment, a larger sphere of the same material absorbs less at this wavelength, and so does a smaller one.

Two things need explaining: why the absorbing area can exceed the covered area, and why it stops at this value. The value turns out to be $3\lambda^2/(8\pi)$, which contains the wavelength but neither the size nor the material of the body.

### Setting and conventions

The body is in vacuum, far from other objects. It is small enough to respond to the wave through its electric dipole moment alone. The response is linear and steady at one angular frequency $\omega$. Real fields are obtained from complex amplitudes by

$$\mathbf E(t)=\mathrm{Re}\left[\mathbf E\,e^{-i\omega t}\right],$$

so that a time derivative multiplies an amplitude by $-i\omega$. The time average of a product of two such quantities with amplitudes $A$ and $B$ is $\tfrac12\mathrm{Re}(A^*B)$. The wavenumber is $k=\omega/c=2\pi/\lambda$.

The dipole moment is proportional to the incident field at the position of the body:

$$\mathbf p=\varepsilon_0\,\alpha\,\mathbf E .$$

The polarisability $\alpha$ is a complex number with the dimension of a volume. That it is a scalar, not a matrix, is the meaning of "isotropically polarisable": the moment follows the field whatever the polarisation. The incident plane wave has the intensity

$$I=\tfrac12\varepsilon_0c|\mathbf E|^2 .$$

A cross-section is a power divided by $I$.

### The power taken from the wave

The incident field does work on the charges of the body at the rate $\mathbf E(t)\cdot d\mathbf p/dt$. Its time average is

$$P_{\rm ext}=\tfrac12\mathrm{Re}\left[\mathbf E^*\cdot(-i\omega\mathbf p)\right]=\frac{\omega}{2}\,\mathrm{Im}(\mathbf E^*\cdot\mathbf p),$$

because $\mathrm{Re}(-iz)=\mathrm{Im}\,z$. Inserting $\mathbf p=\varepsilon_0\alpha\mathbf E$ and dividing by $I$ gives

$$\sigma_{\rm ext}=\frac{\tfrac12\omega\varepsilon_0|\mathbf E|^2\,\mathrm{Im}\,\alpha}{\tfrac12\varepsilon_0c|\mathbf E|^2}=k\,\mathrm{Im}\,\alpha .$$

This power does not all become heat. The field acting on the charges is the sum of the incident field and the field that the charges themselves produce. The work of the sum is the heat $P_{\rm abs}$. The work of the body's own field is, by Poynting's theorem applied to that field alone, minus the power $P_{\rm sca}$ that it carries away. Hence $P_{\rm abs}=P_{\rm ext}-P_{\rm sca}$.

### The power radiated by the dipole

The volume integral of the current density in the body is $d\mathbf p/dt$, with amplitude $-i\omega\mathbf p$. In the Lorenz gauge the vector potential of a small source is therefore

$$\mathbf A=\frac{\mu_0}{4\pi}(-i\omega\mathbf p)\frac{e^{ikr}}{r}.$$

Far away, the curl acts on the rapidly varying phase and becomes $ik\,\mathbf n\times$, where $\mathbf n$ is the outward unit vector. Since $ik\cdot(-i\omega)=k\omega$,

$$\mathbf B=\frac{\mu_0\omega k}{4\pi}\,(\mathbf n\times\mathbf p)\,\frac{e^{ikr}}{r}.$$

The far field is locally a plane wave with $|\mathbf E|=c|\mathbf B|$, so the outward power per area is $c|\mathbf B|^2/(2\mu_0)$. The power follows by integration over a large sphere:

$$P_{\rm sca}=\frac{c\mu_0\omega^2k^2}{32\pi^2}\int|\mathbf n\times\mathbf p|^2\,d\Omega .$$

Here $|\mathbf n\times\mathbf p|^2=|\mathbf p|^2-|\mathbf n\cdot\mathbf p|^2$. The directional average of $n_in_j$ is $\delta_{ij}/3$, so the integral equals $4\pi(1-\tfrac13)|\mathbf p|^2=\tfrac{8\pi}{3}|\mathbf p|^2$. With $\mu_0=1/(\varepsilon_0c^2)$ and $k=\omega/c$,

$$P_{\rm sca}=\frac{\omega^4|\mathbf p|^2}{12\pi\varepsilon_0c^3}.$$

Inserting $|\mathbf p|^2=\varepsilon_0^2|\alpha|^2|\mathbf E|^2$ and dividing by $I$,

$$\sigma_{\rm sca}=\frac{k^4|\alpha|^2}{6\pi}.$$

### The limit by completing a square

The absorption cross-section is the difference

$$\sigma_{\rm abs}=k\,\mathrm{Im}\,\alpha-\frac{k^4}{6\pi}|\alpha|^2. \tag{1}$$

The gain is linear in the polarisability and the loss is quadratic. A weak dipole absorbs little because it takes little from the wave; a very strong one gives back nearly everything it takes. There must be a best value between. To find it, expand

$$\left|\alpha-\frac{3\pi i}{k^3}\right|^2=|\alpha|^2-\frac{6\pi}{k^3}\mathrm{Im}\,\alpha+\frac{9\pi^2}{k^6}$$

and multiply by $-k^4/(6\pi)$. The first two terms reproduce the right side of (1), and the last gives $-3\pi/(2k^2)$. Therefore

$$\sigma_{\rm abs}=\frac{3\pi}{2k^2}-\frac{k^4}{6\pi}\left|\alpha-\frac{3\pi i}{k^3}\right|^2. \tag{2}$$

The second term can only reduce the absorption. The maximum is reached at the single point $\alpha=3\pi i/k^3$, and with $k=2\pi/\lambda$ it is

$$\sigma_{\max}=\frac{3\pi}{2k^2}=\frac{3\pi\lambda^2}{8\pi^2}=\frac{3\lambda^2}{8\pi}. \tag{3}$$

The energy balance can be tested without equation (1). For $k^3\alpha=2+3i$, $-4+7i$, $1+12i$ and $3\pi i$, the complete field of the dipole, including its near field, was added to the plane wave, and the net inward Poynting flux was integrated over a sphere of radius $2/k$. It agreed with (1) to within $10^{-8}/k^2$ in each case. A free search over complex $\alpha$ for the largest inward flux ended at $k^3\alpha=9.4248\,i$, which is $3\pi i$, with the cross-section $0.119366\,\lambda^2$.

This flux also answers the first question of the opening. The Poynting vector of the total field contains products of the incident and the dipole field. The plane wave alone brings no net power through a closed surface, and the dipole field alone carries power outwards, so the net inward flux must come from these interference terms. When it exceeds the power that the wave carries through the covered area, part of it must come from parts of the wave that would have passed beside the body.

### Radiation as a damping force

Equation (2) tells which polarisability is best, but not what it means for the body. For this, separate the effect of radiation on the dipole from the effect of heat production.

An oscillating dipole feels its own field. The part of this field in phase with $\mathbf p$ does no average work; in a small body of finite size it consists of the electrostatic depolarising field and a smaller correction for retardation. The part in quadrature must supply the radiated power. By symmetry about the axis of a real $\mathbf p$, it lies along $\mathbf p$ at the dipole, and linearity extends this to complex $\mathbf p$. Write it as $i\beta\mathbf p$ with real $\beta$. Its average work on the dipole is

$$\frac{\omega}{2}\mathrm{Im}\left[(i\beta\mathbf p)^*\cdot\mathbf p\right]=-\frac{\omega\beta}{2}|\mathbf p|^2 .$$

Setting this equal to $-P_{\rm sca}$ gives $\beta=\omega^3/(6\pi\varepsilon_0c^3)$, so that

$$\mathbf E_{\rm rr}=\frac{ik^3}{6\pi\varepsilon_0}\,\mathbf p . \tag{4}$$

As a test, the quadrature part of the full dipole field was evaluated at the distance $0.02/k$ in an oblique direction. It agreed with (4) to within three parts in $10^4$ of the magnitude given there.

Let $\alpha_0$ be the response to the incident field and $\mathbf E_{\rm rr}$ together:

$$\mathbf p=\varepsilon_0\alpha_0\left(\mathbf E+\frac{ik^3}{6\pi\varepsilon_0}\mathbf p\right).$$

Divide by $\varepsilon_0\alpha_0$ and replace $\mathbf E$ by $\mathbf p/(\varepsilon_0\alpha)$. After cancelling $\mathbf p/\varepsilon_0$ and rearranging,

$$\frac1\alpha=\frac1{\alpha_0}-\frac{ik^3}{6\pi}. \tag{5}$$

Radiation adds a fixed imaginary term to the inverse polarisability, whatever the material. It is convenient to measure the rest in units of this term. Define two real numbers

$$u=\frac{6\pi}{k^3}\mathrm{Re}\frac1{\alpha_0},\qquad v=-\frac{6\pi}{k^3}\mathrm{Im}\frac1{\alpha_0}, \tag{6}$$

so that

$$\frac1\alpha=\frac{k^3}{6\pi}\left[u-i(1+v)\right].$$

Inverting, with $D=u^2+(1+v)^2$,

$$\alpha=\frac{6\pi}{k^3}\,\frac{u+i(1+v)}{D},\qquad |\alpha|^2=\frac{36\pi^2}{k^6D}.$$

The scattering cross-section becomes $\sigma_{\rm sca}=6\pi/(k^2D)$. The extinction is $6\pi(1+v)/(k^2D)$. Their difference is

$$\sigma_{\rm abs}=\frac{6\pi}{k^2}\,\frac{v}{u^2+(1+v)^2}. \tag{7}$$

The ratio $\sigma_{\rm abs}/\sigma_{\rm sca}$ is $v$. Thus $v$ is the absorptive damping divided by the radiative damping, and a passive body has $v\ge0$. The number $u$ is the detuning: at $u=0$ the moment lags the field by a quarter period and takes power most effectively for its size.

### What matching means

Divide (7) by $\sigma_{\max}$ and call the result $f$. Then

$$f=\frac{4v}{u^2+(1+v)^2},\qquad 1-f=\frac{u^2+(1-v)^2}{u^2+(1+v)^2}, \tag{8}$$

where the second form uses $(1+v)^2-4v=(1-v)^2$. The limit requires $u=0$ and $v=1$: resonance and equal dampings. At this point the body scatters as much as it absorbs, and the total taken from the wave is $2\sigma_{\max}$.

The two extremes on resonance show why equality is best. If $v\to0$, the dipole has nothing to turn power into heat. It absorbs nothing, while its scattering cross-section rises to $6\pi/k^2=4\sigma_{\max}$. If $v\gg1$, the internal friction is so strong that the moment stays small, and $f\approx4/v$.

Equal dampings do not suffice away from resonance. At fixed $u$, the derivative of (7) with respect to $v$ vanishes when $u^2+(1+v)^2=2v(1+v)$, hence at $v=\sqrt{1+u^2}$. The numerator and denominator of $f$ are then $4v$ and $2v(1+v)$, so

$$f_{\rm best}(u)=\frac{2}{1+\sqrt{1+u^2}} .$$

A detuned dipole is best served by more absorption than radiation, and it still remains below the limit.

### What isotropy contributes

Let the body be polarisable along one real unit vector $\mathbf a$ only, with $\mathbf p=\varepsilon_0\alpha\,\mathbf a(\mathbf a\cdot\mathbf E)$. For a polarisation vector $\mathbf e$, both $\mathbf E^*\cdot\mathbf p$ and $|\mathbf p|^2$ acquire the factor $|\mathbf a\cdot\mathbf e|^2$. The absorption is therefore (1) times this factor. Aligned with the field, the dipole reaches the same limit (3). Averaged over orientations, the factor is $1/3$, and the limit falls to $\lambda^2/(8\pi)$.

Isotropy thus does not raise the peak. It makes the peak available for every direction and polarisation of the wave.

## Second half: oscillator, sphere and finite size

### Symbols and results carried over

The dipole moment is $\mathbf p=\varepsilon_0\alpha\mathbf E$, amplitudes vary as $e^{-i\omega t}$, and $k=2\pi/\lambda$. The inverse polarisability is $1/\alpha=1/\alpha_0-ik^3/(6\pi)$, where $\alpha_0$ leaves out radiation damping. The detuning $u$ and the damping ratio $v$ (absorptive over radiative) are the real part and minus the imaginary part of $6\pi/(k^3\alpha_0)$. The absorption cross-section is the fraction

$$f=\frac{4v}{u^2+(1+v)^2}$$

of $\sigma_{\max}=3\pi/(2k^2)=3\lambda^2/(8\pi)$.

### A charge on a spring

The simplest body with these properties is a charge $q$ of mass $m$, bound isotropically with the natural frequency $\omega_0$ and slowed by a friction force $-m\gamma_a\dot{\mathbf x}$ that produces heat. Its moment is $\mathbf p=q\mathbf x$. By (4), its own radiation exerts on it the force $q\,ik^3q\mathbf x/(6\pi\varepsilon_0)$. A friction force $-m\gamma_r\dot{\mathbf x}$ has the amplitude $+i\omega m\gamma_r\mathbf x$. The two agree at the frequency $\omega$ if

$$\gamma_r=\frac{q^2k^3}{6\pi\varepsilon_0m\omega}=\frac{q^2\omega^2}{6\pi\varepsilon_0mc^3}.$$

The equation of motion, divided by $m$, reads

$$\left[\omega_0^2-\omega^2-i\omega(\gamma_a+\gamma_r)\right]\mathbf x=\frac{q}{m}\mathbf E ,$$

and therefore

$$\frac1\alpha=\frac{\varepsilon_0m}{q^2}\left[\omega_0^2-\omega^2-i\omega(\gamma_a+\gamma_r)\right].$$

The definition of $\gamma_r$ gives $k^3/(6\pi)=(\varepsilon_0m/q^2)\,\omega\gamma_r$. Dividing by this quantity,

$$u=\frac{\omega_0^2-\omega^2}{\omega\gamma_r},\qquad v=\frac{\gamma_a}{\gamma_r}.$$

Insert these into $f$ and multiply numerator and denominator by $\omega^2\gamma_r^2$:

$$\sigma_{\rm abs}=\sigma_{\max}\,\frac{4\omega^2\gamma_a\gamma_r}{(\omega_0^2-\omega^2)^2+\omega^2(\gamma_a+\gamma_r)^2}. \tag{9}$$

On resonance the fraction is $4\gamma_a\gamma_r/(\gamma_a+\gamma_r)^2$. It is unchanged when the two rates are exchanged, and it is forgiving: a mismatch by a factor of two in either direction leaves $8/9$ of the limit.

For a narrow line, $\omega_0^2-\omega^2\approx2\omega(\omega_0-\omega)$ near resonance. The absorption falls to half when $|\omega_0-\omega|=(\gamma_a+\gamma_r)/2$. The full width at half maximum is thus $\gamma_a+\gamma_r$, which at the match is twice the absorptive width.

Equation (9) was tested by integrating the motion in time with $\gamma_r=0.1\,\omega$ and averaging the work against the friction $\gamma_a$ over ten periods, after the transients had died out. On resonance, $\gamma_a/\gamma_r=0.5$, 1 and 2 gave the fractions 0.8889, 1.0000 and 0.8889. With equal rates and $\omega_0=1.05\,\omega$, the fraction was 0.7920. Equation (9) gives the same: here $u=(1.1025-1)/0.1=1.025$ and $f=4/(1.025^2+4)=0.792$.

A small isotropic dipole can absorb at most the power that the wave carries through $3\lambda^2/(8\pi)$, and it does so on resonance when absorptive and radiative damping are equal, as the charge on a spring illustrates. It remains to find the sphere that meets these conditions, to see what its finite size and its surroundings change, and to draw the consequence for thermal radiation.

Numbers in the example were calculated in double precision.
